# Why the Dirac–Kähler Equation Describes Four Dirac Fermions in Flat Space

Suppose that the equation

$$(d-\delta+m)\Phi=0 \qquad (1)$$

is read as a disguised Dirac equation for one particle. Here $\Phi$ is a sum of complex differential forms of degrees 0 to 4 on flat spacetime. The equation is first order and gives the right relation between energy and momentum, but the count of states is wrong. A Dirac particle has two states of positive energy at each momentum; equation (1) has eight.

Sorting the solutions by form degree does not produce Dirac particles. The derivative $d$ raises the degree by one and $\delta$ lowers it by one. If $\phi$ is the 0-form part and $A$ the 1-form part, the degree-zero part of (1) is $\partial^\mu A_\mu+m\phi=0$, so the scalar is tied to the vector, and for $m\neq0$ no solution has a single degree. Solutions confined to two neighbouring degrees do exist: $\Phi=\phi+A$ with $A=-d\phi/m$ has no 2-form part, because $d^2=0$. The pairs of degrees $(0,1),(1,2),(2,3),(3,4)$ hold $1,3,3,1$ of the eight states, which under ordinary rotations of forms are a scalar, a vector, an axial vector and a pseudoscalar. The separation into Dirac particles has to cut across this sorting. Multiplication from the right, in a suitable product of forms, provides it.

## The product hidden in $d-\delta$

Take the metric $\eta=\mathrm{diag}(-1,1,1,1)$, inertial coordinates $x^0,\dots,x^3$, units with $\hbar=c=1$, and $e^\mu=dx^\mu$. Let $\iota^\mu$ be contraction: it removes a factor from a wedge product, with $\iota^\mu e^\nu=\eta^{\mu\nu}$ and a minus sign for each factor it passes. Then

$$d=e^\mu\wedge\partial_\mu,\qquad \delta=-\iota^\mu\partial_\mu .$$

Define left Clifford multiplication by

$$e^\mu\Phi=e^\mu\wedge\Phi+\iota^\mu\Phi .$$

The two minus signs in $-\delta$ cancel, and so

$$D\equiv d-\delta=e^\mu\partial_\mu .$$

Two wedge multiplications anticommute, and so do two contractions. The mixed rule is $\iota^\mu(e^\nu\wedge\Phi)=\eta^{\mu\nu}\Phi-e^\nu\wedge\iota^\mu\Phi$. Adding the two mixed terms gives

$$e^\mu e^\nu+e^\nu e^\mu=2\eta^{\mu\nu}. \qquad (2)$$

For different indices the contraction vanishes, so $e^{01}\equiv e^0\wedge e^1=e^0e^1$, and likewise for longer products. The sixteen ordered products, including 1, are a basis of the forms.

This defines the product of any two forms. For each form $A$ let $L_A$ be the combination of ordered products of left multiplications for which $L_A1=A$, and set $AB=L_AB$. By (2), $L_AL_B$ can be reduced to ordered products again, so it is $L_C$ for some $C$. Acting on 1 identifies $C=L_AL_B1=AB$. Hence $(AB)C'=L_AL_BC'=A(BC')$ for any form $C'$: the product is associative.

The energy relation follows from (2). Since partial derivatives commute,

$$D^2=\tfrac12(e^\mu e^\nu+e^\nu e^\mu)\partial_\mu\partial_\nu=\eta^{\mu\nu}\partial_\mu\partial_\nu .$$

Applying $D-m$ to (1) gives $(D^2-m^2)\Phi=0$. On a wave $\exp(i\mathbf k\cdot\mathbf x-iEt)$, $D^2$ becomes $E^2-\mathbf k^2$, so $E^2=\mathbf k^2+m^2$. The signature matters: with the metric $(+,-,-,-)$ and the same real $m$, $D^2$ changes sign and one finds $E^2=\mathbf k^2-m^2$.

## What commutation does, and what it does not do

Multiply $\Phi$ from the right by a form $P$. The product rule and associativity give

$$D(\Phi P)=(D\Phi)P+e^\mu\Phi\,\partial_\mu P. \qquad (3)$$

If $P$ has constant components, the last term is absent. Right multiplication then maps solutions to solutions.

There are no other linear operations on the sixteen components that commute with all left multiplications. If $X$ is one, then $X(A)=X(A1)=A\,X(1)$, which is right multiplication by the form $X(1)$. These operations make up a 16-dimensional algebra.

A symmetry becomes a separation when it contains projectors. We need constant forms with $P^2=P$, called idempotents, that annihilate one another and add up to 1. The pieces $\Phi P$ then obey (1) separately. The set of all forms $AP$ is a left ideal: multiplication from the left never leaves it. It is minimal if it contains no smaller nonzero left ideal.

Commutation alone does not say how many such pieces exist. In two spacetime dimensions, with forms $1,e^0,e^1,e^{01}$, equation (3) holds unchanged. There $(e^1)^2=1$, so $P_\pm=\frac12(1\pm e^1)$ are idempotents, and each ideal has the basis $P_\pm,\;e^0P_\pm$. This gives two copies of a two-component Dirac equation. The number depends on the structure of the algebra, which must be worked out in four dimensions.

## The four ideals

Choose $a=e^3$ and $b=e^0e^1$. Then $a^2=1$, and

$$b^2=e^0e^1e^0e^1=-(e^0)^2(e^1)^2=-(-1)(1)=1 .$$

They commute, because $e^3$ passes two anticommuting factors. For signs $s,t=\pm1$ define

$$P_{st}=\tfrac14(1+se^3)(1+te^{01})=\tfrac14(1+se^3+te^{01}+st\,e^{013}).$$

Each factor is idempotent, for instance $[\frac12(1+sa)]^2=\frac14(2+2sa)=\frac12(1+sa)$. Factors with opposite signs multiply to $\frac14(1-a^2)=0$, and they add up to 1. The same holds for $b$. Therefore the four $P_{st}$ are idempotents, annihilate one another, and sum to 1.

From $a^2=b^2=1$ we also have $e^3P_{st}=sP_{st}$ and $e^{01}P_{st}=tP_{st}$. Up to sign, every basis form is one of

$$u_1=1,\quad u_2=e^0,\quad u_3=e^2,\quad u_4=e^0e^2$$

times one of $1,e^3,e^{01},e^{013}$. The second factor turns into a sign when it meets $P_{st}$, so the ideal is spanned by the four forms $u_aP_{st}$. Multiplied by 4, they are

$$\begin{aligned}
f_1&=1+se^3+te^{01}+st\,e^{013},\\
f_2&=e^0+se^{03}-te^1-st\,e^{13},\\
f_3&=e^2+se^{23}+te^{012}+st\,e^{0123},\\
f_4&=e^{02}+se^{023}-te^{12}-st\,e^{123}.
\end{aligned}$$

The minus signs come from $(e^0)^2=-1$. In the third line $e^2$ passes the pair $e^0e^1$ without a sign. No basis form occurs in two lines, so the four are independent. The four choices of $(s,t)$ exhibit the four ideals, and together they fill all $4\times4=16$ dimensions. Components of every degree from 0 to 4 occur in each ideal, but always mixed: each line combines several degrees and shares no basis form with the others, so none of these four ideals contains a nonzero form of a single degree. This belongs to the present choice: each of the ideals used below for the massless case contains a pure 2-form.

## The same Dirac matrices in every ideal

Write $P=P_{++}$ and $v_a=u_aP$. Multiplying $e^0e^1P=P$ by $e^0$ from the left gives $-e^1P=e^0P$, or $e^1P=-e^0P$. With this, $e^3P=P$ and (2), the left multiplications act as follows:

$$\begin{aligned}
e^0:&\quad v_1\to v_2,\; v_2\to-v_1,\; v_3\to v_4,\; v_4\to-v_3;\\
e^1:&\quad v_1\to-v_2,\; v_2\to-v_1,\; v_3\to-v_4,\; v_4\to-v_3;\\
e^2:&\quad v_1\to v_3,\; v_2\to-v_4,\; v_3\to v_1,\; v_4\to-v_2;\\
e^3:&\quad v_1\to v_1,\; v_2\to-v_2,\; v_3\to-v_3,\; v_4\to v_4.
\end{aligned}$$

As an example of the longer entries,

$$e^1v_4=e^1e^0e^2P=e^0e^2e^1P=-e^0e^2e^0P=(e^0)^2e^2P=-v_3 .$$

Reading these images as columns defines real matrices through $e^\mu v_a=\sum_b v_b(\gamma^\mu)_{ba}$. They are written out in the numerical output, and by (2) they obey $\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2\eta^{\mu\nu}$.

The other ideals are reached from the right. The form $e^0$ anticommutes with both $a$ and $b$; $e^2$ anticommutes with $a$ and commutes with $b$. Moving them through $P_{++}$ flips the corresponding signs:

$$P_{++}e^0=e^0P_{--},\quad P_{++}e^2=e^2P_{-+},\quad P_{++}e^0e^2=e^0e^2P_{+-}.$$

So the sixteen forms

$$E_{ai}=2\,u_aP_{++}u_i$$

lie, for $i=1,2,3,4$, in the ideals $(++),(--),(-+),(+-)$. Each $u_i$ squares to $\pm1$ and is invertible, so no independent form is lost. The factor 2 normalizes $E_{ai}$, which has four components of size $\frac12$.

Left multiplication does not touch the factor $u_i$ on the right. Hence $e^\mu E_{ai}=\sum_bE_{bi}(\gamma^\mu)_{ba}$ with the same matrices for every $i$. Expand $\Phi=\sum_{ai}\psi^i_aE_{ai}$ and insert it into (1):

$$(D+m)\Phi=\sum_{b,i}E_{bi}\Big[\sum_a(\gamma^\mu)_{ba}\partial_\mu\psi^i_a+m\psi^i_b\Big]=0 .$$

The $E_{bi}$ are independent, so every bracket vanishes:

$$(\gamma^\mu\partial_\mu+m)\psi^i=0,\qquad i=1,2,3,4. \qquad (4)$$

The sixteen components form a $4\times4$ array $\psi_a^i$. Left multiplication mixes its rows, which carry spin. Right multiplication mixes its columns, which label the copies.

It remains to show that a column cannot be divided further. Take an ordered product $\Gamma$ of one to four different $\gamma$'s. It anticommutes with some $\gamma^\mu$: one of its own factors if their number is even, an absent one if it is odd. Hence $\mathrm{tr}\,\Gamma=\mathrm{tr}(\gamma^\mu\Gamma(\gamma^\mu)^{-1})=-\mathrm{tr}\,\Gamma=0$, without summing over $\mu$. If a linear combination of the sixteen ordered products vanishes, multiply it by the inverse of any one of them and take the trace. Only that product's coefficient survives, so it is zero. The sixteen products are therefore independent and span all $4\times4$ matrices. Some combination of them carries any nonzero spinor to any other, so a nonzero left ideal inside a column is the whole column. This is what fixes the number at four.

The $P_{st}$ and $\gamma^\mu$ are real. If $\Phi$ is restricted to real forms, (4) describes four real, or Majorana, fields. Four Dirac fields require complex forms.

## One wave, counted and followed in time

Take $m=4$ and $\mathbf k=(1,2,2)$ in natural units. Then $E=\sqrt{1+4+4+16}=5$. Multiplying (1) by $e^0$ from the left and using $(e^0)^2=-1$ gives $i\partial_t\Phi=H\Phi$ with

$$H=i e^0(i k_je^j+m)=-k_je^0e^j+im\,e^0 .$$

Put $K=ik_je^j$, so that $K^2=-\mathbf k^2$ and $e^0K=-Ke^0$. Then

$$H^2=-e^0(K+m)e^0(K+m)=(m-K)(m+K)=m^2+\mathbf k^2=E^2 .$$

On one column $H$ is a traceless $4\times4$ matrix, so it has two eigenvalues $+5$ and two $-5$. Four columns give the eight positive-energy states that defeated the one-particle reading. The numerical count agrees: eight at each sign, with two at $+E$ in each ideal. In the opposite signature the same numbers would give $E^2=9-16=-7$, a growing or decaying mode.

Now start with the form $\Phi_0=1+\frac12e^3$, times the plane wave. Because $H^2=E^2$, the exponential series sums to

$$\Phi(t)=\cos(Et)\,\Phi_0-\frac{i}{E}\sin(Et)\,H\Phi_0 .$$

Using $e^3e^3=1$, one application of $H$ gives

$$\begin{aligned}
H\Phi_0={}&(im-\tfrac12k_3)e^0-k_1e^{01}-k_2e^{02}\\
&+(-k_3+\tfrac i2m)e^{03}-\tfrac12k_1e^{013}-\tfrac12k_2e^{023}.
\end{aligned}$$

The squared sizes are $16+1=17$ in degree 1, $1+4+(4+4)=13$ in degree 2 and $\frac14(1+4)=1.25$ in degree 3. Their sum is $31.25=E^2\times1.25$, where $1.25$ is the squared size of $\Phi_0$.

At $t=0.3$ we have $Et=1.5$, $\cos^2(Et)\approx0.005$ and $\sin^2(Et)\approx0.995$. The fraction in degree 1, for example, is

$$\frac{0.25\times0.005+0.995\times17/25}{1.25}\approx0.542 .$$

In degrees 0 to 4 the fractions change from $(0.8,0.2,0,0,0)$ to about $(0.004,0.542,0.414,0.040,0)$. The 4-form remains empty because neither $\Phi_0$ nor $H\Phi_0$ contains one. Almost all of the scalar has gone, although no particle has changed its kind.

Sorting by ideals shows this. Since $e^3P_{st}=sP_{st}$, the pieces are $\Phi_0P_{st}=(1+\frac s2)P_{st}$. The squared size of $P_{st}$ is $4/16=\frac14$, so the fractions are

$$\frac{(3/2)^2/4}{1.25}=0.45\quad(s=+1),\qquad \frac{(1/2)^2/4}{1.25}=0.05\quad(s=-1),$$

for either $t$. At $t=0.3$ they are still $0.45$ and $0.05$. The reason is that $H$ keeps each piece in its ideal and, being Hermitian, generates a time evolution that preserves its size. In the basis of forms, left multiplication by $e^0$ is a real antisymmetric matrix and by $e^j$ a real symmetric one, so both $e^0e^j$ and $ie^0$ are Hermitian, and so is $H$. Evolving sixteen components together and evolving four separate spinors gave the same result to rounding error.

The side of the multiplication is essential. The commutator of $H$ with right multiplication by $P_{++}$ vanishes. With left multiplication by $P_{++}$ its norm is about $4.9$, comparable with $E=5$, the norm of $H$ itself. A left projector selects among the spinor components, the rows of $\psi_a^i$, and the Hamiltonian mixes these.

## The massless case

At $m=0$ a second separation appears. $D$ changes the degree by one, so solutions split into even and odd forms. To compare this with the ideals, let $\omega=e^{0123}$. Reversing its four factors takes six exchanges, so $\omega^2$ is the product of their squares, $-1$, and $(i\omega)^2=1$. Since $\omega$ anticommutes with each $e^\mu$, it commutes with even forms and anticommutes with odd ones.

For an even form, then, $i\omega\Phi=\Phi\,i\omega$: the chirality, read from the left, equals the eigenvalue of $i\omega$ acting from the right. The ideals of $P_{st}$ have no definite right eigenvalue, because $\omega$ anticommutes with $e^3$. So choose other ideals, with $e^3$ replaced by $i\omega$: $P'_{st}=\frac14(1+s\,i\omega)(1+te^{01})$. Like $e^3$, $i\omega$ squares to 1, commutes with $e^{01}$ and anticommutes with $e^0$ and $e^2$. The $P'_{st}$ are therefore again four idempotents that annihilate one another and sum to 1, and right multiplication by $e^0$, $e^2$ and $e^0e^2$ carries one ideal into the other three, so each has four dimensions and holds one Dirac field. Since $P'_{st}\,i\omega=sP'_{st}$, the right eigenvalue is $+1$ on two of these copies and $-1$ on the other two. Each copy is half even and half odd, because $P'_{st}$ is even and left multiplication by $e^0$ exchanges the two halves. The even forms thus hold two two-component fields of each chirality, and the odd forms hold the remaining ones. A mass couples the two sets, while the four-way splitting survives.

## How forms can carry spin one half

A rotation by $\theta$ in the 1–2 plane acts on forms as $\Phi\to S\Phi S^{-1}$, besides moving the point, with

$$S=\cos\tfrac\theta2-e^{12}\sin\tfrac\theta2 .$$

Since $e^1$ anticommutes with $e^{12}$, $Se^1S^{-1}=S^2e^1=\cos\theta\,e^1+\sin\theta\,e^2$, as it should be. After a full turn $S=-1$, and the two signs cancel: forms return to themselves.

The factor $S^{-1}$ on the right mixes the ideals. A quarter turn sends $P_{++}$ to $\frac14(1+e^3)(1+e^{02})$. Its part in the original ideal is found by multiplying by $P_{++}$ from the right. With $(1+e^3)^2=2(1+e^3)$ and $e^{02}e^{01}=-e^{12}$ this is

$$\tfrac18(1+e^3)(1+e^{01}+e^{02}-e^{12}),$$

eight components of size $\frac18$, with squared size $\frac18$. The whole had $\frac14$, so half of the weight has left the ideal.

A spinor must transform as $\Phi\to S\Phi$, which stays in the ideal and changes sign after a full turn. This equals $(S\Phi S^{-1})S$: the geometric rotation followed by a constant right multiplication. Both are symmetries of (1), so their combination is one too. The half-integer spin rests on the extra symmetry as well as on the geometry.

The choice of ideals is a convention in the same sense. For any constant invertible $g$, the forms $g^{-1}P_{st}g$ also separate (1) into four Dirac equations, although the squared sizes of the pieces need not add up to that of $\Phi$. What does not depend on the choice is the number of copies and the Dirac equation in each.

## Where the separation fails

An electromagnetic potential that replaces $\partial_\mu$ by $\partial_\mu-iqA_\mu(x)$ adds a left multiplication, $-iqA_\mu e^\mu$, and leaves the four copies uncoupled. A mass that depends on the form degree is not a left multiplication. It fails to commute with some right multiplications and can couple the copies.

Curvature is the deeper obstacle. In (3) the ordinary derivative is replaced by the covariant derivative $\nabla_\mu$, which obeys the product rule for the Clifford product. The idempotent must then satisfy $\nabla_\mu P=0$. Two covariant derivatives in different order differ by a commutator with a curvature 2-form, so $P$ must commute with all of these 2-forms.

On a space of constant nonzero curvature they span all $e^{\mu\nu}$. A basis form with one, two or three factors anticommutes with any $e^{\mu\nu}$ that has one index inside it and one outside. Its coefficient in $P$ must vanish, which leaves $P=\alpha+\beta\omega$. Since $\omega^2=-1$, the condition $P^2=P$ reads $\alpha^2-\beta^2=\alpha$ and $2\alpha\beta=\beta$. Apart from 0 and 1, its solutions are $\frac12(1\pm i\omega)$.

Each of these projects on eight components, the content of two copies. On such a space the equation still separates into two halves, but no parallel projector divides a half into individual Dirac fields. In flat space the curvature condition is empty, constant idempotents exist, and all four ideals are available. Special curved spaces keep them too. On the product of a two-dimensional spacetime and a surface, such as $\mathrm{AdS}_2\times S^2$, the curvature 2-forms are multiples of $e^{01}$ and $e^{23}$, the forms $e^{01}$ and $\omega$ are parallel, and so are the four $P'_{st}$.

## Values computed for the example and the checks

```
Dimension of commutant of left multiplications: 16
Rank of all four ideal bases together: 16
Independent products of gamma matrices: 16
Ideal s=+1 t=+1, basis times 4:
   +1 +e3 +e01 +e013
   +e0 -e1 +e03 -e13
   +e2 +e23 +e012 +e0123
   +e02 -e12 +e023 -e123
Ideal s=-1 t=-1, basis times 4:
   +1 -e3 -e01 +e013
   +e0 +e1 -e03 -e13
   +e2 -e23 -e012 +e0123
   +e02 +e12 -e023 -e123
Ideal s=-1 t=+1, basis times 4:
   +1 -e3 +e01 -e013
   +e0 -e1 -e03 +e13
   +e2 -e23 +e012 -e0123
   +e02 -e12 -e023 +e123
Ideal s=+1 t=-1, basis times 4:
   +1 +e3 -e01 -e013
   +e0 +e1 +e03 +e13
   +e2 +e23 -e012 -e0123
   +e02 +e12 +e023 +e123
gamma^0 rows: [[0, -1, 0, 0], [1, 0, 0, 0], [0, 0, 0, -1], [0, 0, 1, 0]]
gamma^1 rows: [[0, -1, 0, 0], [-1, 0, 0, 0], [0, 0, 0, -1], [0, 0, -1, 0]]
gamma^2 rows: [[0, 0, 1, 0], [0, 0, 0, -1], [1, 0, 0, 0], [0, -1, 0, 0]]
gamma^3 rows: [[1, 0, 0, 0], [0, -1, 0, 0], [0, 0, -1, 0], [0, 0, 0, 1]]
Field test, largest difference: 5.3e-08
Mass m = 4.0, k = [1.0, 2.0, 2.0] (natural units)
Energy E = 5.0000 (natural units)
States at +E and at -E, all forms: 8 8
States at +E in each ideal: [2, 2, 2, 2]
E^2 with metric (+,-,-,-): -7.0000 (natural units)
Evolution time t = 0.3 (natural units)
Start form: 1 + 0.5 e3; ideal order as listed above
Weights of degrees 0-4, start: 0.8000 0.2000 0.0000 0.0000 0.0000
Weights of degrees 0-4, end:   0.0040 0.5423 0.4139 0.0398 0.0000
Weights of ideals, start: 0.4500 0.0500 0.0500 0.4500
Weights of ideals, end:   0.4500 0.0500 0.0500 0.4500
16-component vs four spinors, difference: 1.2e-16
Norm of [H, left  mult. by P++]: 4.8990 (nat. units)
Norm of [H, right mult. by P++]: 0.0e+00 (nat. units)
Weight leaving ideal ++, geometric quarter turn: 0.5000
Norm leaving ideal ++, spinor quarter turn: 0.0e+00
Factor after full turn, spinor: -1.0
Factor after full turn, form:   +1.0
Dimension commuting with all bivectors: 2
Rank of right projector (1 + i e0123)/2: 8
```
